\section*{Exact heat currents in harmonic networks and tests of trajectory codes}

\section*{The problem}
A network of $N$ classical point masses $m_i$ has displacements $x_i$, momenta $p_i=m_iv_i$ and energy
\begin{equation}
H=\sum_i\frac{p_i^2}{2m_i}+\frac12x^{T}Kx ,
\end{equation}
where $K$ is symmetric and positive definite. For $i\ne j$, $k_{ij}=-K_{ij}$ is the spring constant between $i$ and $j$. Site $i$ feels a Langevin bath with friction rate $\gamma_i\ge0$ and temperature $T_i$; $\gamma_i=0$ means no bath. With $M=\mathrm{diag}(m_i)$, $\Gamma=\mathrm{diag}(\gamma_i)$ and independent Wiener processes $W_i$,
\begin{equation}
dx=M^{-1}p\,dt,\qquad dp_i=-(Kx)_i\,dt-\gamma_ip_i\,dt+\sqrt{2\gamma_im_ik_BT_i}\,dW_i .
\end{equation}
Heat currents are positive when energy enters the network.

\section*{(a) The steady covariance}
\textbf{Question.} Find the equation obeyed by the steady covariance of $z=(x,p)$. When is the steady state unique?

\textbf{Solution.} The equations of motion read $dz=Az\,dt+B\,dW$ with
\begin{equation}
A=\begin{pmatrix}0&M^{-1}\\-K&-\Gamma\end{pmatrix},\quad
D=BB^{T}=\begin{pmatrix}0&0\\0&\mathrm{diag}(2\gamma_im_ik_BT_i)\end{pmatrix}.
\end{equation}
Ito's rule keeps the product of increments: $d(zz^T)=dz\,z^T+z\,dz^T+dz\,dz^T$, and $dz\,dz^T=D\,dt$. Noise increments are independent of the present $z$, so the average $\Sigma=\langle zz^T\rangle$ obeys $\dot\Sigma=A\Sigma+\Sigma A^T+D$. In the steady state
\begin{equation}
A\Sigma+\Sigma A^T+D=0 , \label{lyap}
\end{equation}
a Lyapunov equation: a finite linear system, with no time step and no sampling.

If all eigenvalues $\lambda$ of $A$ have negative real part, every initial condition is forgotten and $\Sigma=\int_0^\infty e^{At}De^{A^Tt}dt$ is the unique solution. The state is Gaussian with zero mean, because $z$ is then a linear functional of Gaussian noise. An eigenvector $(u,w)$ has $w=\lambda Mu$, hence $(\lambda^2M+\lambda M\Gamma+K)u=0$. Multiplication by $u^\dagger$ gives
\begin{equation}
a\lambda^2+b\lambda+c=0,\quad a=u^\dagger Mu>0,\; b=u^\dagger M\Gamma u\ge0,\; c=u^\dagger Ku>0 .
\end{equation}
The roots have $\mathrm{Re}\,\lambda<0$ if $b>0$ and are imaginary if $b=0$. The latter requires $\Gamma u=0$, and then $Ku=\omega^2Mu$. The steady state is therefore unique if no free vibration vanishes on all damped sites.

Combinations of degenerate vibrations count too. In a ring of three equal masses with equal springs, equal anchors and one bath on site 1, the degenerate pair contains $(0,1,-1)$. This motion never touches the bath and keeps its initial energy. The computed largest $\mathrm{Re}\,\lambda$ is zero to rounding.

\section*{(b) Heat currents}
\textbf{Question.} Express the current from each bath, and the current through each spring, by elements of $\Sigma$. What happens at equal temperatures?

\textbf{Solution.} Ito's rule for the kinetic energy gives
\begin{equation}
d\frac{p_i^2}{2m_i}=\frac{p_i\,dp_i}{m_i}+\frac{(dp_i)^2}{2m_i},\qquad (dp_i)^2=2\gamma_im_ik_BT_i\,dt .
\end{equation}
The friction and noise terms together have the mean rate
\begin{equation}
J_i=\gamma_i\left(k_BT_i-\frac{\langle p_i^2\rangle}{m_i}\right). \label{J}
\end{equation}

Write $X=\langle xx^T\rangle$, $Z=\langle xp^T\rangle$, $P=\langle pp^T\rangle$. The blocks of (\ref{lyap}) are
\begin{align}
M^{-1}Z^T+ZM^{-1}&=0,\label{xx}\\
M^{-1}P-XK-Z\Gamma&=0,\label{xp}\\
-KZ-Z^TK-\Gamma P-P\Gamma+2\Gamma M\,\mathrm{diag}(k_BT_i)&=0.\label{pp}
\end{align}
The first says $\langle x_iv_j\rangle=-\langle x_jv_i\rangle$, so $\langle x_iv_i\rangle=0$.

Assign half of each spring's energy to each end. Site $i$ then loses to $j$ the power done against the spring, $k_{ij}(x_i-x_j)v_i$, less its half of the growth of spring energy, $\frac12k_{ij}(x_i-x_j)(v_i-v_j)$. The mean is
\begin{equation}
J_{i\to j}=\tfrac12k_{ij}\langle(x_i-x_j)(v_i+v_j)\rangle=k_{ij}\langle x_iv_j\rangle=-K_{ij}\langle x_iv_j\rangle, \label{bond}
\end{equation}
where the antisymmetry was used in the second step. The diagonal of (\ref{pp}), divided by $2m_i$, reads $J_i=\sum_jK_{ij}\langle x_jv_i\rangle=\sum_{j\ne i}J_{i\to j}$: what a bath supplies leaves through the springs. Since $J_{i\to j}=-J_{j\to i}$, summing over $i$ gives $\sum_iJ_i=0$.

If all baths have temperature $T$, then $X=k_BTK^{-1}$, $Z=0$, $P=k_BTM$ solve all three blocks, and every current vanishes. This is the Gibbs state.

\section*{(c) The same current from frequencies}
\textbf{Question.} Derive the currents without the Lyapunov equation. How do they change for quantum oscillators, and for weak friction?

\textbf{Solution.} With time factor $e^{-i\omega t}$, the response to the random forces $\xi$ is $x=G\xi$, $G=(K-\omega^2M-i\omega M\Gamma)^{-1}$. The force spectrum on site $j$ is $2\gamma_jm_jk_BT_j$, so
\begin{equation}
\gamma_im_i\langle v_i^2\rangle=\sum_jk_BT_jg_{ij},\quad
g_{ij}=\int_0^\infty\!\frac{d\omega}{2\pi}\mathcal T_{ij},\quad
\mathcal T_{ij}=4\gamma_i\gamma_jm_im_j\omega^2|G_{ij}|^2 .
\end{equation}
The factor 4 contains the 2 of the spectrum and a 2 from folding negative frequencies onto positive ones. Thus $J_i=\gamma_ik_BT_i-\sum_jk_BT_jg_{ij}$. At equal temperatures $J_i=0$, so $\gamma_i=\sum_jg_{ij}$, and for any temperatures
\begin{equation}
J_i=\sum_jk_B(T_i-T_j)\,g_{ij}. \label{land}
\end{equation}
The current is linear in the temperature differences, however large. On an irregular five-site network with baths at 300, 500 and 100 K, (\ref{J}) and (\ref{land}) agreed to $1.5\times10^{-12}$ of the largest current.

For quantum oscillators with the same frequency-independent friction, $k_BT_j$ in the force spectrum becomes $\theta_j=\frac12\hbar\omega\coth(\hbar\omega/2k_BT_j)$. The damping loss at site $i$ is then $\sum_j\int\mathcal T_{ij}\theta_j\,d\omega/2\pi$. The noise feeds in $\langle\xi_iv_i\rangle=\int_{-\infty}^{\infty}\omega\,\mathrm{Im}\,G_{ii}\,2\gamma_im_i\theta_i\,d\omega/2\pi$. From $G-G^\dagger=G(G^{\dagger-1}-G^{-1})G^\dagger$ and the symmetry of $G$ follows $\mathrm{Im}\,G=\omega GM\Gamma G^\dagger$, which turns the gain into $\sum_j\int_0^\infty\mathcal T_{ij}\theta_i\,d\omega/2\pi$. For $j=i$ the loss and gain integrals each diverge logarithmically at high frequency, because of the zero-point energy, so the difference must be taken under the integral. There the $j=i$ terms cancel entirely, and the zero-point terms cancel for every $j$:
\begin{equation}
J_i^{\rm qu}=\sum_j\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T_{ij}\,(n_i-n_j),\quad n_i=\frac1{e^{\hbar\omega/k_BT_i}-1}. \label{qu}
\end{equation}

For weak friction, let two groups of sites, $L$ and $R$, have temperatures $T_L$ and $T_R$. If damping rates are small against the spacing of the mode frequencies, correlations between modes average out. Mode $k$, with normalized mass-weighted vector $e_k$, exchanges energy with $L$ at rate $\Gamma_{kL}=\sum_{i\in L}\gamma_ie_{ki}^2$, and similarly with $R$. Its temperature follows from $\Gamma_{kL}(T_L-T_k)+\Gamma_{kR}(T_R-T_k)=0$. Inserting $T_k$ in $J_L=\sum_k\Gamma_{kL}k_B(T_L-T_k)$ gives
\begin{equation}
J_L=k_B(T_L-T_R)\sum_k\frac{\Gamma_{kL}\Gamma_{kR}}{\Gamma_{kL}+\Gamma_{kR}} . \label{weak}
\end{equation}

\section*{(d) What a finite time step does}
\textbf{Question.} The BAOAB integrator applies a half kick, a half drift, the exact friction-noise step, a half drift and a half kick. Find its steady covariance. How should heat be counted?

\textbf{Solution.} Use $q=M^{1/2}x$, $\pi=M^{-1/2}p$ and $\tilde K=M^{-1/2}KM^{-1/2}$. Between two friction steps lie a half drift, a full kick and a half drift:
\begin{align}
\pi'&=(1-\tfrac12h^2\tilde K)\pi-h\tilde Kq,\nonumber\\
q'&=(1-\tfrac12h^2\tilde K)q+h(1-\tfrac14h^2\tilde K)\pi . \label{R}
\end{align}
Call this map $R$. The friction step multiplies $\pi_i$ by $c_i=e^{-\gamma_ih}$ and adds noise of variance $(1-c_i^2)k_BT_i$. With $C=\mathrm{diag}(1,c)$ and $N_0$ the noise covariance, the covariance $Y$ just before the friction step obeys the discrete Lyapunov equation
\begin{equation}
Y=FYF^T+RN_0R^T,\qquad F=RC . \label{disc}
\end{equation}
For $h\omega<2$ in every mode, $R$ conserves the positive form $\pi^T\pi+q^T\tilde K(1-\frac14h^2\tilde K)^{-1}q$, and $C$ lowers it unless $\pi$ vanishes on the damped sites. The uniqueness condition of (a) therefore carries over.

The mean kinetic energy gained in the friction step, per unit time, is
\begin{equation}
J_i^{(h)}=\frac{1-e^{-2\gamma_ih}}{2h}\left(k_BT_i-\frac{\langle p_i^2\rangle}{m_i}\right), \label{heat}
\end{equation}
with $p_i$ taken just before the step. At equal temperatures $\langle\pi\pi^T\rangle=k_BT$, $\langle qq^T\rangle=k_BT\tilde K^{-1}(1-\frac14h^2\tilde K)$, $\langle q\pi^T\rangle=0$ is stationary. For one mode, (\ref{R}) gives
\begin{equation}
\frac{\langle\pi'^2\rangle}{k_BT}=\left(1-\tfrac12h^2\omega^2\right)^2+h^2\omega^2\left(1-\tfrac14h^2\omega^2\right)=1 .
\end{equation}
The same factor multiplies $\langle q^2\rangle$, and the two contributions to $\langle q'\pi'\rangle$ cancel. The friction step also preserves this state, so (\ref{heat}) vanishes in equilibrium at any stable $h$.

These heats also sum to zero at unequal temperatures. Iterating (\ref{disc}) gives $\langle\pi_i^2\rangle=\sum_js_{ij}(1-c_j^2)k_BT_j$, where $s_{ij}=\sum_n(W_n)_{ij}^2$ and $W_n$ is the momentum block of $(RC)^nR$. Each $W_n$ is a sum of products $f_0(\tilde K)\,c\,f_1(\tilde K)\,c\cdots f_r(\tilde K)$, since friction acts on momenta and all blocks of $R$ are functions of $\tilde K$. The reversed product is also in the sum, so $W_n$ and $s$ are symmetric. Equilibrium requires $\sum_js_{ij}(1-c_j^2)=1$. Hence
\begin{equation}
2h\sum_iJ_i^{(h)}=\sum_i(1-c_i^2)k_BT_i-\sum_{ij}(1-c_i^2)s_{ij}(1-c_j^2)k_BT_j=0 .
\end{equation}

Suppose instead that momenta from the end of the full step are put into (\ref{J}). In equilibrium, the last half drift gives $q_e=q+\frac h2\pi$ and the last half kick gives $\pi_e=\pi-\frac h2\omega^2q_e$. Then $\langle q_e^2\rangle=k_BT/\omega^2$ and $\langle q_e\pi\rangle=\frac h2k_BT$, so
\begin{equation}
\langle\pi_e^2\rangle=k_BT\left(1-\tfrac12h^2\omega^2+\tfrac14h^2\omega^2\right)=k_BT\left(1-\tfrac14h^2\omega^2\right).
\end{equation}
In matrix form $P=k_BT(M-\frac14h^2K)$, and each bath appears to supply
\begin{equation}
J_i^{\rm false}=\gamma_ik_BT\,\frac{h^2K_{ii}}{4m_i} \label{false}
\end{equation}
although no heat flows.

\section*{(e) How long must the run be?}
\textbf{Question.} Find the statistical error of the time average of $O=z^TCz$, where $C$ now denotes any symmetric matrix.

\textbf{Solution.} Let $Y$ and $F$ be the covariance and one-step map at the point of the step where $O$ is read. Then $\langle z_kz_0^T\rangle=F^kY$. Isserlis' theorem for Gaussian variables gives the covariance of $O$ at lag $k$,
\begin{equation}
c_k=2\,\mathrm{Tr}\left[CY(F^T)^kCF^kY\right].
\end{equation}
For $n$ steps spanning many relaxation times, $n\,\mathrm{Var}(\bar O)\to c_0+2\sum_{k\ge1}c_k=2\sum_{k\ge0}c_k-c_0$. The sum $S=\sum_{k\ge0}(F^T)^kCF^k$ solves $S=F^TSF+C$, so
\begin{equation}
n\,\mathrm{Var}(\bar O)\to4\,\mathrm{Tr}(CYSY)-2\,\mathrm{Tr}(CYCY). \label{var}
\end{equation}

\section*{(f) A taut polyethylene segment}
\textbf{Question.} Twelve CH$_2$ groups of 14 u move along the chain axis. First and second neighbours are joined by springs of 300 and 30 N/m, and the end groups are tied to walls by 300 N/m. The first two groups have a bath at 350 K, the last two one at 250 K, all with $\gamma=20$ ps$^{-1}$. Find the current, test a trajectory code against it, and judge the model.

\textbf{Solution.} Equation (\ref{lyap}) gives kinetic temperatures $\langle p_i^2\rangle/m_ik_B$ of 310.52 and 309.76 K for the two hot groups. By (\ref{J}),
\begin{equation}
J=(20\ \mathrm{ps^{-1}})\,k_B\,(39.48+40.24)\ \mathrm K=22.01\ \mathrm{nW},
\end{equation}
or 220 pW/K. The frequency integral and the springs cut at mid-chain give the same value. The eight free groups lie within about 1.1 K of 300 K, and not in order: group 4, at 299.54 K, is cooler than group 5, at 300.03 K. The current does not follow a local temperature gradient. With 24 and 48 groups it is unchanged to the printed digits, so its ratio to the mean gradient grows with length and is no material conductivity.

The baths matter more. With all else fixed, frictions of 5, 80 and 320 ps$^{-1}$ give 6.8, 35.8 and 20.4 nW. At 5 ps$^{-1}$, (\ref{weak}) can be used: mirror symmetry makes $\Gamma_{kL}=\Gamma_{kR}$, and completeness of the modes gives $\sum_k\Gamma_{kL}=2\gamma$. Thus $J\approx\gamma k_B(T_L-T_R)=6.9$ nW, 2\% above the full result.

The code test used 600 copies of 24 ps each, after 6 ps of equilibration, with $h=2$ fs. Currents are in nW, with one standard error:
\begin{center}
\begin{tabular}{lcc}
Quantity & Predicted & Trajectory\\
Friction-step heat & 22.15 & $21.97\pm0.09$\\
End-of-step formula, hot & 26.85 & $26.79\pm0.25$\\
End-of-step formula, cold & $-17.87$ & $-17.58\pm0.23$\\
Mid-chain current & 21.61 & $21.83\pm0.18$
\end{tabular}
\end{center}
The first row averages the hot and the sign-reversed cold current. All four agree within two standard errors. A code should be compared with its own finite-step prediction: the end-of-step reading at the hot bath is 22\% above the continuous-time current, yet the code is correct. For each damped group $K_{ii}=630$ N/m, and (\ref{false}) at 300 K gives
\begin{equation}
82.84\ \mathrm{nW}\times0.02710=2.245\ \mathrm{nW}.
\end{equation}
Four groups make 8.98 nW, which is the imbalance $26.85-17.87$. The equilibrium formula serves here because the summed reading is linear in both temperatures and, by mirror symmetry, depends on their mean alone. The friction-step heat is 0.15\% too high at 1 fs and 0.61\% at 2 fs, consistent with an error proportional to $h^2$.

Equation (\ref{var}) predicts standard errors of 0.093 nW for the friction-step heat and 0.19 nW for the mid-chain current, close to the observed scatter. At this time step a 1\% error needs 2.6 ns of total sampling for the first and 10.9 ns for the second. The first figure holds when the heat is computed from the average of $p_i^2$ through (\ref{heat}) and the hot and sign-reversed cold readings are averaged, as here; the same formula read at the hot bath alone needs 16 ns. Adding up the actual kinetic-energy changes in the friction step gives the same mean, but it also records the random energy exchanged with the baths and needs 11 to 12 ns. Each copy must first equilibrate; the slowest amplitude decays in 2.4 ps.

\textbf{The real chain.} The spring constants are rough typical values. They put the highest mode at 226 rad/ps, or 36 THz, roughly where carbon--carbon stretching lies. The straight-chain model carries heat at all frequencies up to this limit. In the real zigzag chain axial motion mixes with in-plane bending: the acoustic branch ends at roughly 15 THz, and a gap separates it from the stretching band near 30 THz and above. In the model, 9.9 of the 22.0 nW of classical current flow between 15 and 30 THz. The currents, classical and quantum, therefore belong to the model. Its highest mode has $\hbar\omega/k_B=1726$ K, so classical statistics fail at 300 K: (\ref{qu}) gives 8.8 nW, 0.40 of the classical current. Classical trajectories share this error. The anharmonicity of bond stretching matters far less in this model. Replacing the 300 N/m springs by Morse bonds 3.6 eV deep (a rough value) gave a current that differs by $-1.2\pm0.4$\% from the harmonic prediction at 2 fs. The harmonic run itself lies 0.8\% below that prediction, and the two runs differ by $-0.4\pm0.6$\%, so the test shows only that the effect is of the order of a percent or less. Only 12 groups were tested; a longer chain needs its own run. The walls were at the rest length, so the chain carried no tension. Stretching each Morse bond by 0.0015 nm softens it to 279 N/m and lowers the harmonic current by 1.6\%; 0.0075 nm lowers it by 9\%. Anharmonic coupling to bending and torsion is absent from the model.

Two transverse branches and one twisting branch are missing. With full transmission, $\int_0^\infty\hbar\omega n\,d\omega/2\pi=\pi k_B^2T^2/12\hbar$ bounds each at about 28 nW between these temperatures. Real branches end at finite frequency, which lowers the bound to 8 nW for a branch ending at 6 THz and 18 nW for one ending at 15 THz. Together they could still be comparable to the axial current. The chain must also be held straight. If a gauche kink costs roughly 0.025 eV and torsions are independent, the gauche fraction at 300 K is $2e^{-E/k_BT}/(1+2e^{-E/k_BT})=0.43$, and 0.6\% of free segments have all nine torsions trans. Finally, a real contact has its own vibrational spectrum in place of a constant friction, and the friction scan shows that this choice can move the current severalfold. The 22.01 nW is thus a precise target for a classical code and not a forecast for a polyethylene junction. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
irregular network, Lyapunov vs frequency: 1.5e-12 (relative)
error ratio on halving the time step: 4.008
ring with one bath, largest Re(lambda): 5.6e-17 1/ps
chain: 12 groups of 14 u, springs 300 and 30 N/m
baths: 350 K and 250 K, friction 20 1/ps, 2 groups each
highest angular frequency: 226.0 rad/ps
hbar*omega/kB of that mode: 1726 K
slowest amplitude relaxation time: 2.393 ps
exact current, Lyapunov: 22.0127 nW
same, frequency integral: 22.0127 nW
same, springs cut at mid-chain: 22.0127 nW
conductance: 220.13 pW/K
kinetic temperature, groups 1-6 (K): 310.52 309.76 301.09 299.54 300.03 299.98
kinetic temperature, groups 7-12 (K): 300.02 299.97 300.46 298.91 290.24 289.48
BAOAB 1 fs, friction-step heat, hot: 22.0460 nW
BAOAB 1 fs, end-of-step formula, hot: 23.2226 nW
BAOAB 1 fs, end-of-step formula, cold: -20.9777 nW
BAOAB 2 fs, friction-step heat, hot: 22.1475 nW
BAOAB 2 fs, end-of-step formula, hot: 26.8500 nW
BAOAB 2 fs, end-of-step formula, cold: -17.8704 nW
BAOAB 2 fs, mid-chain current: 21.6088 nW
trajectories: 600 copies, 24 ps each after 6 ps
trajectory friction-step heat: 21.973 +- 0.094 nW
trajectory end-of-step, hot: 26.786 +- 0.245 nW
trajectory end-of-step, cold: -17.575 +- 0.226 nW
trajectory mid-chain current: 21.825 +- 0.184 nW
predicted error, friction-step heat: 0.093 nW
predicted error, mid-chain current: 0.192 nW
run for 1 % error, friction-step heat: 2.6 ns
run for 1 % error, mid-chain current: 10.9 ns
current at friction 5 1/ps: 6.772 nW
current at friction 80 1/ps: 35.846 nW
current at friction 320 1/ps: 20.390 nW
current with 24 groups: 22.0127 nW
current with 48 groups: 22.0127 nW
quantum current, same chain: 8.785 nW
quantum/classical ratio: 0.399
Morse depth: 3.6 eV, range parameter 16.13 1/nm
Morse-bond current, 2 fs: 21.891 +- 0.095 nW
Morse shift: -1.2 +- 0.4 %
quantum ceiling per missing branch: 28.39 nW
gauche energy 0.025 eV: gauche fraction at 300 K 0.43
chance that all 9 torsions are trans: 0.62 %
\end{verbatim}
